Folding of K and K′ onto Γ in vacancy-ordered erbium silicide

**1. The symmetry argument**

At a corner K of the honeycomb zone, a Bloch wave acquires a phase under each lattice translation, and that phase is a cube root of one. The translations with phase one form a sublattice containing one third of all translations. Its cell has three times the original area, and its period is √3 times the original period. An order with this lattice gives K the same translation label as Γ. The opposite corner K′ = −K has the complex conjugate phases, so it folds at the same time.

This fixes the positions of the folded states, but not their energies or how strongly the vacancies mix them. Those are treated separately below.

**2. Geometry and conventions**

AlB2-type erbium silicide has flat honeycomb planes of Si separated by planes of Er. Let a be the lateral lattice length and c the distance between neighbouring Si planes. The lateral lattice vectors are

a1 = a(1, 0), a2 = a(1/2, √3/2).

One Si sublattice, A, has a site at the origin. The other, B, has a site at (a1+a2)/3. Each Er atom projects onto a hexagon centre, for example 2(a1+a2)/3. Reciprocal vectors satisfy ai·bj = 2πδij, so

b1 = (2π/a)(1, −1/√3), b2 = (2π/a)(0, 2/√3).

Define

K = (2b1+b2)/3 = (4π/(3a), 0).

To see that this is a zone corner, compare its distances to three reciprocal lattice points. The squared distance to the origin is (2π/a)²(4/9). The squared distances to b1 and to b1+b2 are both

(2π/a)²[(2/3−1)² + 1/3] = (2π/a)²(4/9).

The three distances are equal, as required at a corner.

The ordered plane lacks one A atom in each cell with periods

A1 = a1+a2, A2 = 2a2−a1.

Both have length √3a, and the angle between them is 60°. The cell has 3 Er and originally 6 Si. Removing one Si gives Er3Si5, or 5/3 Si per Er.

**3. Proof of the folding**

For any original translation T = n a1 + m a2, with integer n and m, the x component is a(n+m/2). Therefore

K·T = (4π/3)(n+m/2) = 2π(2n+m)/3.

Since 2n+m = 3n+(m−n), the phase exp(iK·T) equals one exactly when m−n is divisible by 3. Write m−n = 3q and n = p−q, so that m = p+2q. Then

T = (p−q)a1 + (p+2q)a2 = pA1 + qA2.

The translations with phase one are thus exactly the vacancy superlattice.

Let B1 and B2 be the reciprocal vectors of A1 and A2. For A1, n = m = 1, so K·A1 = 2π. For A2, n = −1 and m = 2, so K·A2 = 0. These two products define B1, hence

K = B1, K′ = −B1.

Both are reciprocal vectors of the ordered plane, which is the statement that both fold onto Γ.

No other point of the original zone does so. From the definitions, a1 = (2A1−A2)/3 and a2 = (A1+A2)/3. Hence (B1−B2)·a1 = 2π and (B1−B2)·a2 = 0, so B1−B2 = b1. A general superlattice reciprocal vector is then

iB1 + jB2 = (i+j)K − j b1.

Because 3K = 2b1+b2 is an original reciprocal vector, only the remainder of i+j after division by 3 matters. The three remainders give Γ, K and K′.

For implementation, test every in-plane period of a proposed order: m−n must be divisible by 3. If the second basis vector is a2′ = a2−a1, at 120° to a1, then T = n′a1+m′a2′ has n = n′−m′ and m = m′. The condition becomes that n′+m′ is divisible by 3.

A 2×2 order fails, since K·(2a1) = 8π/3. A 3×3 order passes, but its cell has nine times the original area, so nine points fold onto Γ.

**4. The condition on stacking**

A crystal also has a third period. If vacancies lie directly above one another, that period is c along z, and K at kz = 0 folds onto the three-dimensional Γ. If the vacancy site alternates between two A positions, the vertical period is 2c. K still folds onto Γ, together with points whose kz differs by π/c.

If each plane is shifted by a1 relative to the plane below, the third primitive period is a1+cẑ. A vector (K, κ) is reciprocal to this lattice when

K·a1 + κc = 4π/3 + κc = 2πj,

with integer j. The smallest solution in magnitude is κ = 2π/(3c). Subtracting this reciprocal vector from (K, 0) gives (0, −κ). In this spiral stacking, K at kz = 0 folds onto the vertical axis, but not onto Γ. A nonprimitive cell of height 3c would list it at Γ, although the vacancies do not couple the two points.

The vacancy structure factor makes the distinction measurable within the model. Define it as the magnitude of the average of exp(iG·r) over vacancy positions r. At G = (K, 0), the three stackings give:

- Aligned: every phase is one, so the factor is 1.
- Alternating: |1+exp(4πi/3)|/2 = 1/2.
- Spiral: three successive phases are the cube roots of one, so their average is 0. It becomes 1 at G = (K, κ).

**5. Four states at the folded point**

To see what folding does to energies, take one pz orbital per Si, hopping −t between nearest neighbours, equal site energies and no coupling between planes. Set ħ = 1. The three vectors from an A site to its B neighbours are

δ1 = (a/2, a/(2√3)), δ2 = (−a/2, a/(2√3)), δ3 = (0, −a/√3).

The matrix element from B to A is −t f(k), with f(k) = Σ exp(ik·δ), and the energies of the full sheet are ±t|f(k)|. At K the phases are 2π/3, −2π/3 and 0, so

f(K) = 1 + 2cos(2π/3) = 0.

K and K′ each contribute one A state and one B state, giving four zero-energy states at the folded Γ. The original Γ has f = 3 and contributes energies ±3t.

Now expand about K, with ω = exp(2πi/3):

f(K+q) ≈ i[ω q·δ1 + ω² q·δ2 + q·δ3].

The coefficient of qx in the bracket is (a/2)(ω−ω²) = i√3a/2. That of qy is (a/(2√3))(ω+ω²) − a/√3 = −√3a/2. Multiplication by i gives

f(K+q) ≈ −(√3a/2)(qx+iqy).

The matrix element is therefore v(qx+iqy), with

v = √3at/2.

At K′, f(K′+q) is the complex conjugate of f(K−q), so the matrix element is −v(qx−iqy).

**6. What the vacancy potential mixes**

Without a vacancy potential, the larger cell merely relabels the states. Put a potential U on the A site at the origin of each supercell. A normalized state K,A has amplitude 1/√3 there, as does K′,A. Hence

⟨K,A|V|K′,A⟩ = U/3.

The diagonal elements are also U/3. In the basis K,A and K′,A, the potential is U/3 times a matrix filled with ones. Its eigenvalues are 0 and 2U/3. The B states are unaffected because they vanish on the site.

Three states are therefore unmoved:

K,B; K′,B; s = (K,A − K′,A)/√2.

This holds beyond first order. Each is a zero-energy eigenstate of the full sheet and has no amplitude where U acts, so it remains an eigenstate for every U.

For the other levels, solve (E−H0)ψ = Uψ0|0⟩, where |0⟩ is the vacancy orbital and ψ0 the amplitude on it. Projection on |0⟩, with ψ0 nonzero, gives 1/U = ⟨0|(E−H0)⁻¹|0⟩. The two zero-energy A states each have weight 1/3 on |0⟩. The original Γ states at ±3t each have weight 1/6. Thus

1/U = (1/3)[2/E + E/(E²−9t²)].

For small U, the first term dominates and E ≈ 2U/3. When U tends to infinity, one level leaves with energy near U. The finite levels obey

2(E²−9t²) + E² = 0, so E = ±√6 t.

This limit represents removal of the orbital. The five remaining orbitals have levels −√6t, 0, 0, 0 and √6t at Γ.

The zero-energy triplet has a useful spectral signature. Its states contain only K and K′ waves, so at q = 0 they have no weight at Γ of the original zone. A folded band plot places them at Γ, while an unfolded plot leaves them at K and K′.

**7. Dispersion after removal**

Near Γ, project the Hamiltonian on the three surviving states. The minus sign in s and the minus sign of the K′ matrix element cancel:

⟨s|H|K,B⟩ = v(qx+iqy)/√2,
⟨s|H|K′,B⟩ = v(qx−iqy)/√2.

There are no other elements at this order. The determinant condition is

E³ − E(v²|q|²/2 + v²|q|²/2) = 0,

and the levels are

E = 0, +v|q|, −v|q|.

The cone has the slope of the full sheet. This linear form requires |q|a to be much smaller than one. The main correction comes from the curvature of f(k) about K; mixing with the outer states at ±√6t contributes much less. The upper level lies about 0.4% below v|q| at v|q| = 0.3t, and about 1.5% below it at 0.6t.

The middle level stays at zero for every q in this model. Each supercell has three B sites but two A sites. A B-state must satisfy two linear equations to give no amplitude on A, and three unknowns leave a nonzero solution. Unequal energies among the three B sites, or hopping between B sites, can remove this flatness. A common shift of all B sites only moves the flat level.

**8. Worked example**

Take a = 3.8 Å and c = 4.1 Å, rough lengths for erbium silicide, and a round hopping t = 1.00 eV. Then

√3a = 6.58 Å,
|K| = 4π/(3a) = 1.102 Å⁻¹,
v = √3 × 3.8 × 1.00/2 = 3.29 eV Å.

Restoring ħ gives a cone velocity of 5.0 × 10⁵ m/s. For spiral stacking, the displacement from Γ is 2π/(3c) = 0.511 Å⁻¹, nearly half of |K|, so stacking cannot be ignored when a measured kz is assigned.

Diagonalizing the six-orbital matrix with U = 2.00 eV gives −2.783, 0, 0, 0, 1.205 and 3.578 eV. The K–K′ coupling is 2.00/3 = 0.667 eV. First-order theory puts the displaced level at 1.333 eV, about 11% above the computed 1.205 eV, because it omits mixing with the states at ±3t. Complete removal gives outer levels at ±2.449 eV and keeps the triplet at zero.

For the 2×2 control without vacancies, the smallest energy magnitude at Γ is 1.000 eV. The points folded there are the original Γ and three M points. At M two bond phases cancel, leaving |f| = 1 and energies ±t. No zero-energy corner states arrive.

**9. Effects omitted from the simple sheet**

*Potential on the neighbours.* All three B sites in the cell adjoin a vacancy. If their energy rises by Δ, the two B states rise to Δ while s stays at zero. One combination of the B states couples to s with strength v|q|, and the orthogonal one does not. The levels near Γ become

E = Δ, and E = Δ/2 ± √(Δ²/4 + v²|q|²).

For Δ = 0.20 eV, the triplet splits into 0, 0.20 and 0.20 eV. The folding is unchanged, but the threefold degeneracy is lost. That degeneracy therefore depends on the local potential, whereas the folding depends on the periods.

*Er d orbitals.* Consider aligned planes at kz = 0 and Er dxz and dyz orbitals at energy ε. Let their couplings to a Si neighbour in direction φ be w cosφ and w sinφ. The Si planes above and below act in phase, so a coupling of 0.20 eV per plane gives w = 0.40 eV. At K, the phases of the three neighbours on one sublattice follow exp(iφ), and those on the other follow exp(−iφ), apart from constant factors. The squared coupling of either sublattice state is

w²[(3/2)²+(3/2)²] = 4.5w².

The two sublattices couple to opposite circular combinations of dxz and dyz, so Er does not mix them at K. Each lower level is

E = ε/2 − √(ε²/4 + 4.5w²).

For ε = 2.00 eV this is 1 − √1.72 = −0.311 eV. K and K′ again supply four degenerate states. Removing one Si orbital imposes one linear condition, that the amplitude there vanish, and three states survive at −0.311 eV.

Direct diagonalization at |q| = 0.001 Å⁻¹ gives a slope of 3.50 eV Å for both the full and the vacancy-ordered sheet, about 6% above the value without Er. In this model Er moves the triplet and changes its velocity, but does not split it at Γ. A vacancy that also changed the nearby Er levels would not satisfy the assumption of pure removal.

*Coupling between planes.* Let pz orbitals at the same lateral site in adjacent planes have hopping −tz, with tz = 0.10 eV. For aligned vacancies at kz = 0, every orbital gains −2tz, a rigid shift. Equally oriented pz orbitals stacked head-on actually have negative tz, which makes this shift upward. The alternating levels below do not depend on the sign, because it can be absorbed by reversing the sign of every orbital in one plane. For alternating vacancies, the B states split by ±2tz. The two s states share one of their two occupied A sites, so their overlap has magnitude 1/2 and they split by ±tz to first order. Diagonalization gives −0.20, −0.20, −0.10, 0.10, 0.20 and 0.20 eV. Both planes still fold K onto Γ, but the six levels no longer coincide, and their states are shared between the two planes.

*Finite ordered domains.* For N vacancies spaced by √3a along A1, the geometric sum of their phases first vanishes at a displacement 2π/(N√3a) from K in the same direction. With N = 15, the width is 98.7 Å and this displacement is 0.0636 Å⁻¹. Multiplication by v gives an energy scale of 0.21 eV. This is an order-of-magnitude scale taken from the geometry, not a computed linewidth or a gap, and doubling the domain width halves it. It does not apply to all three states. K,B and K′,B have no amplitude on A, so they stay exactly at zero for any arrangement of A vacancies. Only s, whose K–K′ phase depends on the vacancy position, feels the domain walls. For stripes of this width whose neighbours use different A positions, its weight collects near ±0.10 eV, about half the geometric scale.

The thermal energy at 300 K is 0.026 eV, about one eighth of the 0.20 eV neighbour splitting chosen here. With these parameters, local potentials and domain size limit the simple picture more than thermal smearing of the occupation does.

**10. Use for a real silicide film**

The lattice lengths and the composition Er3Si5 are close to those of erbium silicide. The hopping, Er coupling and local potential are round model values, not fitted band parameters. A real film can have incomplete vacancy order, several domains and displaced Si atoms. With the round values chosen, individual omissions move levels by up to about 0.3 eV, but this is not an upper limit. Overlaps of atomic Si 3p and Er 5d orbitals at these distances suggest larger couplings, roughly 0.3t per plane for Er–Si and 0.5t in magnitude for tz. A coupling of 0.30 eV per plane puts the triplet at −0.62 eV, and |tz| = 0.5 eV shifts or splits levels by about 1 eV. The zero-energy triplet should therefore not be used as a quantitative band prediction. The folding rule is more secure: it needs long-range order with the stated periods and a compatible stacking.

The calculation also omits Si σ bands, dangling bonds and the electron count that sets the Fermi level. Folded states contribute to conduction only if they lie within a few thermal energies of that level. Their number, velocity and scattering rate then matter. The cone velocity above is therefore not a drift velocity, and no resistivity follows from it.

To apply the result, first establish the in-plane periods and the stacking, then test K against every primitive translation. Next, compute the bands with relaxed atoms and all relevant Si and Er orbitals. Finally, unfold the states onto the original zone. This shows how much of the original Γ the vacancy potential has mixed into a corner state. A state without weight at Γ can still be a mixture of K and K′, as s is in section 6.
